# Sputter Erosion as a Hamilton–Jacobi Equation: Rays, Edges and Facets, part 2

Argon ions of 200 eV fall vertically on copper and erode the rounded upper lip of a trench. Can a smooth yield turn this lip into a facet with sharp edges, and what fixes the facet's slopes?

The surface $h(x,t)$, with height upwards, has slope $p=h_x$ and tilt $\theta=\arctan|p|$. Lengths are in nm and times in s. It obeys $h_t+R(h_x)=0$, where the vertical rate is $R=R_0c^2e^{1-c}$, with $c=\sqrt{1+p^2}$ and $R_0=0.735$ nm/s. The speed along the normal is $R/c$. $R$ is largest at $60^\circ$, concave around this maximum, and convex at gentler and steeper slopes. The atomic volume is $\Omega=0.01178$ nm³.

The example lip joins the flat field on the left to a wall of slope $-P=-11.43$ ($85^\circ$), with rounding length $w=5$ nm:

$$h_0=-\frac{Pw}{2}\ln\!\big(1+e^{2x/w}\big),\qquad p_0=-\frac{P}{1+e^{-2x/w}}.$$

A slope starting at $\xi$ keeps its value on the ray $x=\xi+R'(p)t$. Along it,

$$p_x=\frac{p_0'}{1+t\,R''(p_0)\,p_0'} . \tag{4}$$

Neighbouring rays first cross at the local breaking time $t_c$: 14.8 s at the upper place, near the field, and 10.0 s at the lower, near the wall.

After crossing, weak second-order smoothing, $\varepsilon h_{xx}$ with $\varepsilon\to0$, is assumed to select the surface. Smooth functions $\phi$ touching it from above or below then obey

$$\text{above: }\phi_t+R(\phi_x)\le0,\qquad \text{below: }\phi_t+R(\phi_x)\ge0. \tag{7}$$

For a concave $h_0$, the tangent line of slope $p$ is $A(p)+px$, with

$$A(p)=\max_x\,[h_0(x)-px]. \tag{8}$$

$A$ is convex. The selected surface is the lower envelope of these lines, each sinking at its own rate:

$$h(x,t)=\min_{-P\le p\le0}\,[A(p)+px-R(p)t]. \tag{9}$$

It is concave in $x$ and $t$ together.

## How rays end in edges

Let the tangent line of slope $p$ touch $h_0$ at $\xi$. Then $A(p)=h_0(\xi)-p\xi$, and

$$A'(p)=h_0'(\xi)\frac{d\xi}{dp}-\xi-p\frac{d\xi}{dp}=-\xi,$$

because $h_0'(\xi)=p$. Setting the $p$ derivative of the bracket in (9) to zero gives $-\xi+x-R'(p)t=0$, the ray equation. The envelope thus contains the rays and adds a rule for choosing among them: the lowest line wins.

Once a slope has lost, it does not return. To see this, suppose that slope $p$ attains the minimum at a point $(x,t)$ of its ray. It also does so at the start $(\xi,0)$. The difference between any other line and this one is linear along the ray and non-negative at both ends, so it is non-negative in between. A slope present now has been present at all earlier times.

An edge is a position where two lines of different slope tie for the minimum. Let $p_l$ be the slope on its left and $p_r$ that on its right. Since $h$ is concave in $x$, $p_l>p_r$. If the edge is at $x=s(t)$, the height there must change at the same rate seen from either side:

$$-R(p_l)+p_l\dot s=-R(p_r)+p_r\dot s .$$

Solving for the speed,

$$\dot s=\frac{R(p_l)-R(p_r)}{p_l-p_r}. \tag{10}$$

This is the slope of the chord that joins the two points on the graph of $R$. The graph cannot rise above that chord. For a slope $p=\lambda p_l+(1-\lambda)p_r$ with $0\le\lambda\le1$, (9) gives $R(p)t\le A(p)+px-h$. Convexity of $A$ then gives

$$R(p)t\le\lambda[A(p_l)+p_lx-h]+(1-\lambda)[A(p_r)+p_rx-h].$$

At the edge both lines have height $h$, so the two brackets are $R(p_l)t$ and $R(p_r)t$. Hence

$$R(p)\le\lambda R(p_l)+(1-\lambda)R(p_r).$$

The slopes missing at an edge are those that erode no faster than a weighted mean of its two neighbours. Their lines have been left behind, above the surface.

## The slopes of the facet

If the initial corner is sharp, $A=0$ for all slopes between $0$ and $-P$, and

$$h=\min_{-P\le p\le0}[px-R(p)t]. \tag{11}$$

The profile depends on $x/t$ apart from a factor $t$: it grows in proportion to time without changing shape. A rounded lip has $A\le0$, so its surface differs from (11) by at most the largest value of $|A|$. This is a fixed length, while the facet keeps growing. The initial rounding therefore matters less and less relative to the size of the facet.

To find the surviving slopes, write $q=|p|$ and regard $R$ as a function of $q$. Minimizing $-qx-R(q)t$ means maximizing $R(q)+qx/t$. As $x/t$ varies, the slopes that win are those where the graph of $R$ touches its upper concave envelope, the tightest concave curve lying above it between $q=0$ and $q=P$.

Near $q=0$ the graph is convex, so the envelope there is a straight line from the point of the field to a point of tangency $q_1$. At the steep end it is a straight line from a point of tangency $q_2$ to the point of the wall. The tangency conditions are

$$R(q_1)-R(0)=q_1R'(q_1),\qquad R(q_2)-R(P)=(q_2-P)R'(q_2). \tag{12}$$

Each straight piece is a jump in slope, that is, an edge. Between $q_1$ and $q_2$ the graph is concave and all slopes survive, each on its own ray $x=-R'(q)t$. The minus sign comes from $p=-q$. For the example, (12) gives

$$\theta_1=48.9^\circ,\qquad \theta_2=63.8^\circ .$$

The facet of this model is a gently curved strip, with angles from $49^\circ$ at the upper edge to $64^\circ$ at the lower one. The angle of maximum yield lies inside this range but does not describe the whole facet.

For a nearly vertical wall, $P\to\infty$ and $R(P)\to0$. The second condition in (12) reads $R'(q_2)=[R(q_2)-R(P)]/(q_2-P)$, whose right side tends to zero. The lower end of the facet then approaches the angle of maximum yield, $60^\circ$, and its edge stays on the plane of the wall. The upper edge condition does not contain $P$ and is unchanged.

## The example after 40 seconds

The field has sunk by $0.735\times40=29.4$ nm. The upper edge lies at $x=-17.9$ nm and joins slopes of $0.6^\circ$ and $43.3^\circ$, or $p_l=-0.0098$ and $p_r=-0.944$. On its right side $c=1.375$, so

$$R=0.735\times1.375^2\times e^{-0.375}\approx0.955\ \text{nm/s}.$$

Equation (10) gives its speed:

$$\dot s=\frac{0.735-0.955}{-0.0098+0.944}\approx-0.236\ \text{nm/s}.$$

The edge moves into the field. A sharp corner would have put it at $-9.6$ nm. The difference comes from the initial rounding, and (9) shows how. Put $\sigma=|p|/P$. From the lip profile, the tangent point satisfies $e^{2\xi/w}=\sigma/(1-\sigma)$, so $h_0(\xi)=\tfrac12Pw\ln(1-\sigma)$. Inserting this in $A=h_0-p\xi$ gives

$$A=\frac{Pw}{2}\,[\sigma\ln\sigma+(1-\sigma)\ln(1-\sigma)].$$

For $|p|=0.944$, $\sigma=0.0826$ and $A=28.58\times(-0.285)\approx-8.1$ nm. This tangent line starts 8.1 nm below the ideal corner. Its tie with the field line, taken as flat, lies where $-8.1-0.944x-0.955t=-0.735t$. At 40 s,

$$x=\frac{-8.1-0.220\times40}{0.944}\approx-17.9\ \text{nm}.$$

The lower edge is at $x=5.7$ nm, where the slope jumps from $67.8^\circ$ to $84.5^\circ$. It moves towards the trench at $0.126$ nm/s. The strip between the edges is 23.7 nm wide and drops by 39.2 nm, a mean angle of $58.9^\circ$. The range $43^\circ$ to $68^\circ$ is still wider than the long-time range.

Two tests support this picture. A finite-difference solution of the height equation, with a numerical smoothing that vanishes with the grid spacing, was compared with (9) at 40 s. The largest height difference was 0.061 nm for a spacing of 0.02 nm and 0.028 nm for 0.01 nm. At each of the two places the slope jump on the envelope was below 0.03 at 0.9 of the local breaking time and above 0.1 at 1.2 of it.

## What the model leaves out

**Size of the collision cascade.** An ion deposits its energy over roughly 1 nm at this energy, so a yield that depends on slope alone has no meaning on shorter lengths. The radius of curvature is $(1+p^2)^{3/2}/|p_x|$. On a breaking ray, (4) makes it shrink as $1-t/t_c$. At the upper place it starts at 8.5 nm and reaches 1 nm at 13.1 s, before the nominal 14.8 s. The model cannot describe an edge more sharply than this scale. The finite cascade also makes the erosion rate depend on curvature. At gentle slopes a valley bottom lies closer to the energy deposited by neighbouring ions than a crest does, so it erodes faster, and this removal of atoms acts to roughen the surface. Atoms that are displaced without leaving can act the other way, and the model does not settle which effect wins. The weak second-order smoothing behind (7) is therefore an assumption of the model and does not follow from sputtering itself.

**Spread of ion directions.** With a rough transverse ion temperature of 0.1 eV, the angular spread is $\sqrt{0.1/(2\times200)}$ rad, or $0.9^\circ$. It lowers the facet rate by less than 0.1 % at the mean facet angle and by less than 0.2 % at the steep end near $68^\circ$. The vertical rate on the wall rises from 0.003 to 0.007 nm/s, still about 1 % of the field rate.

**Redeposition.** Assume that sputtered atoms leave with a cosine distribution and stick where they land. For a direction at angle $\varphi$ from the normal within the cross-section and $\psi$ out of it, the emitted fraction is $\cos\varphi\cos^2\psi\,d\psi\,d\varphi/\pi$. Integration over $\psi$ leaves $\tfrac12\cos\varphi\,d\varphi$. A strip seen between $\varphi_1$ and $\varphi_2$ thus receives the fraction $\tfrac12|\sin\varphi_2-\sin\varphi_1|$. By reciprocity, the same factor times the emission rate of a uniform strip gives the coating rate received from it.

Treat each facet as a straight strip that erodes evenly. For a trench 200 nm wide and 800 nm deep, the middle of the facet then gets back about 8 % of its erosion from the opposite facet at 40 s. The curvature of the facets changes this figure by less than a tenth. The effect on the upper edge is larger, because its speed depends on a difference of rates. Just below that edge the normal is $43.3^\circ$ from the vertical. Seen from there, the opposite facet spans directions from the horizontal to $10.5^\circ$ below it, which are $46.7^\circ$ and $57.1^\circ$ from the normal. The fraction is $\tfrac12(0.840-0.728)=0.056$. At its mean angle the opposite facet has $R\approx1.08$ nm/s and $c\approx1.93$, so it erodes at $1.08/1.93\approx0.56$ nm/s along its normal. The coating lowers the facet-side vertical rate by $0.056\times0.56\times1.375\approx0.043$ nm/s. With slopes held fixed, the speed falls by $0.043/0.934\approx0.046$ nm/s, about a fifth.

The wall at the lower edge is coated at 0.052 nm/s along its normal, nearly all of it from the opposite facet. On a slope of 10.3 this lifts the surface vertically by $0.052\times10.3\approx0.54$ nm/s. The facet side of this edge, of slope 2.45, is coated too. The ends of the opposite facet lie $11.7^\circ$ and $22.2^\circ$ from its normal, so the fraction is $\tfrac12(0.378-0.203)\approx0.087$, and the vertical lift is $0.087\times0.56\times2.65\approx0.13$ nm/s. With slopes held fixed, (10) raises the edge speed by $(0.54-0.13)/7.84\approx0.05$ nm/s, about two fifths of its value. Both estimates use the facets at 40 s.

**Surface diffusion.** At small slopes, the excess chemical potential of a surface atom is $-\gamma\Omega h_{xx}$, with $\gamma$ the surface energy. Its gradient drives a flux $(D_s\nu/kT)\gamma\Omega h_{xxx}$, where $D_s$ is the surface diffusivity and $\nu$ the number of surface atoms per area. Conservation of volume gives $h_t=-Bh_{xxxx}$ with $B=D_s\nu\gamma\Omega^2/kT$, and a smoothing length $(Bt)^{1/4}$. With rough values, $D_s=10^{-3}\,e^{-0.75\,\mathrm{eV}/kT}$ cm²/s, $\gamma=1.7$ J/m² and $\nu=\Omega^{-2/3}$, this length after 40 s is about 1 nm at 300 K and 6 nm at 400 K. On the warmer wafer it exceeds the initial rounding length, and the upper edge would be visibly blunted; on steep slopes this small-slope length is only a rough guide. Surface diffusion can do more than blunt an edge. Because $R$ is not convex, fourth-order smoothing can also change the slopes that meet at an edge, and with them its speed. For example, take the present $R$, a wall of $60^\circ$ and a lip that starts narrow. A numerical solution with surface diffusion driven by the full curvature then makes the facet begin near $56^\circ$ at its upper edge instead of $49^\circ$. The facet angles found from (12) therefore belong to second-order smoothing and should not be taken as predictions where surface diffusion is the main smoothing process.

## Beside a real process

The ion energy and current are rough values for a biased sputter step on copper. The yield parameters are round numbers, not a fit. An opening of 200 nm belongs to a wide line, far from the narrowest ones in advanced circuits. Within the model, the vertical loss at any $x$ is at most $1.47\times0.735\times40\approx43$ nm. This is not a safe copper thickness for a real trench, because ions reflected from the steep walls add to the flux on the floor. If straight walls without facets reflected every ion like a mirror, all ions entering the 200 nm opening would end on a floor only 60 nm wide. The mean flux there would be 3.3 times the direct one, and at this flux and the normal yield the floor would lose about 98 nm in 40 s. Growing facets lower this figure somewhat, because they throw some ions back out of the trench. Real reflection is weaker, and some sputtered metal lands on the floor, but the loss may still exceed 43 nm. Redeposition, which the model omits, would change the speed of the upper edge by about a fifth and that of the lower edge by about two fifths in the estimates above. The effect of reflected ions on the facets and the dependence of yield on grain orientation are also left out, and their size has not been estimated here. The numerical output lists the values used in the example.

## Values computed for the example and the checks

```
ion energy 200 eV, current density 1.0 mA/cm2
normal yield 1.0, f = 2, Sigma = 1
ion flux 6.242e+15 /cm2/s, Cu atomic volume 0.01178 nm3
trench opening 200 nm, depth 800 nm, wall 85 deg
wall steepness P 11.430, lip length w 5.0 nm, time 40 s
plateau rate R(0) 0.7351 nm/s, plateau loss 29.40 nm
maximum yield at 60.00 deg, ratio to normal 1.4715
wall vertical rate R(P) 0.00274 nm/s
geometry test, largest relative error 1.1e-05
upper breaking ray: start x -8.500 nm, slope -0.3691 (20.26 deg)
  ray speed -0.2373 nm/s, R'' 0.4726 nm/s
  p0' -0.1429 /nm, breaking time 14.81 s
lower breaking ray: start x -0.808 nm, slope -4.7994 (78.23 deg)
  ray speed 0.2067 nm/s, R'' 0.0896 nm/s
  p0' -1.1137 /nm, breaking time 10.02 s
smooth check at 6.01 s (upper, fan, lower ray):
  slope at start    -0.3691 -1.3994 -4.7994
  slope from PDE    -0.3691 -1.3994 -4.8000
  p_x at start, /nm -0.1429 -0.4912 -1.1137
  p_x from PDE, /nm -0.2406 -0.2189 -2.7814
  p_x from ray, /nm -0.2406 -0.2189 -2.7842
scheme vs envelope, max error 0.0610 nm (grid 0.02 nm)
  and 0.0276 nm (grid 0.01 nm)
upper edge at 20 s: x -13.24 nm, 5.94 to 35.24 deg
upper edge at 30 s: x -15.58 nm, 1.66 to 41.03 deg
upper edge at 40 s: x -17.93 nm, h -29.43 nm
  slopes -0.0098 to -0.9437 (0.56 to 43.34 deg)
  edge speed -0.2356 nm/s
lower edge at 40 s: x 5.74 nm, h -68.60 nm
  slopes -2.4525 to -10.2965 (67.82 to 84.45 deg)
  edge speed 0.1256 nm/s
facet width 23.67 nm, drop 39.17 nm, mean angle 58.86 deg
sharp-corner facet: 48.88 to 63.84 deg
  edge speeds -0.2399 and 0.1130 nm/s
  edge x at 40 s: -9.60 and 4.52 nm
cascade size (rough) 1.0 nm; start radii 8.48, 105.8 nm
  radius reaches cascade size at 13.06 s (upper), 9.93 s (lower)
ion temperature (rough) 0.1 eV, angular spread 0.91 deg
  rate change: plateau -0.000 %, facet -0.080 %
  wall vertical rate with spread 0.00714 nm/s
facet-to-facet redeposition 7.86 % of facet erosion
coating of wall at lower edge: floor 0.0012, facet 0.0509 nm/s
  total over lower-edge speed 0.415
diffusion inputs (rough): 1e-03 cm2/s, 0.75 eV, 1.7 J/m2
  smoothing length 1.03 nm at 300 K, 5.85 nm at 400 K
```
